**Magnetic dipole decay 2s → 1s: the rate left after radial orthogonality**

To leading order in Zα, the one-photon rate is A = (4/9)α⁹ω³V₁₂² = α⁹Z¹⁰/972 in Hartree atomic units. Here α is the fine-structure constant, Z the charge of a fixed point nucleus, ω the transition energy and V₁₂ = ⟨1s|−Z/r|2s⟩. The program asserts the matrix-element identities by symbolic integration and the spin-angle factor with explicit Dirac matrices. It builds Dirac s states from power series, integrates the amplitude with the full Bessel function, and asserts agreement with the leading formula at Z = 1 for 2s→1s, 3s→1s and 3s→2s. It also asserts the separate relativistic and retardation parts, and the growth of the deviation as Z² between Z = 1 and 2. The output gives 2.496×10⁻⁶ s⁻¹ for hydrogen, and a Dirac rate 9.8% above the leading formula at Z = 40. The nonrelativistic two-photon rate, asserted to agree in length and velocity forms, is 8.229 s⁻¹ for hydrogen.

## Check in Python

```python
"""
Result under test: the one-photon magnetic dipole (M1) rate 2s -> 1s of a
hydrogenic atom with fixed point charge Z is, to leading order in Z*alpha,
    A = (4/9) alpha^9 omega^3 V12^2 = alpha^9 Z^10 / 972   (Hartree units),
although the ordinary M1 amplitude, proportional to <1s|2s>, is zero.
alpha: fine-structure constant; c = 1/alpha; omega: transition energy;
V12 = <1s|-Z/r|2s>; g, f: large and small radial functions of Dirac s states
(g chi, i f sigma.rhat chi)/sqrt(4 pi); k = omega/c: photon wave number.
Dirac states with the full Bessel function j1(kr) give the independent rate.
The competing two-photon rate is computed in length and velocity forms.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 30
alpha = constants.fine_structure
per_second = 1.0 / constants.physical_constants["atomic unit of time"][0]
c = 1 / mp.mpf(alpha)

# ---------- nonrelativistic matrix elements and identities, Z = 1 ----------
r = sp.symbols("r", positive=True)


def radial_integral_symbolic(expression):
    return sp.simplify(sp.integrate(sp.expand(expression), (r, 0, sp.oo)))


V_element, r2_element = {}, {}
for lower, upper in [(1, 2), (1, 3), (2, 3)]:
    ga = sp.expand(R_nl(lower, 0, r, 1))
    gb = sp.expand(R_nl(upper, 0, r, 1))
    gap = sp.Rational(1, 2 * lower**2) - sp.Rational(1, 2 * upper**2)
    overlap = radial_integral_symbolic(r**2 * ga * gb)
    V = radial_integral_symbolic(-r * ga * gb)
    T = radial_integral_symbolic(r**2 * sp.diff(ga, r) * sp.diff(gb, r) / 2)
    D = radial_integral_symbolic(r**3 * ga * sp.diff(gb, r))
    r2 = radial_integral_symbolic(r**4 * ga * gb)
    assert overlap == 0
    assert sp.simplify(T + V) == 0
    assert sp.simplify(gap * D - V) == 0
    assert sp.simplify(gap**2 * r2 - 2 * V) == 0
    V_element[lower, upper], r2_element[lower, upper] = V, r2
V12 = float(V_element[1, 2])
coefficient = sp.simplify(
    sp.Rational(4, 9) * sp.Rational(3, 8)**3 * V_element[1, 2]**2)
assert coefficient == sp.Rational(1, 972)

# ---------- spin, polarization and angular factor ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
dirac_alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in pauli])
tilt = 0.7
khat = np.array([np.sin(tilt), 0, np.cos(tilt)])
polarizations = [np.array([np.cos(tilt), 0, -np.sin(tilt)]),
                 np.array([0.0, 1.0, 0.0])]
g_final, f_final, g_initial, f_initial, x_test = 0.8, 0.3, -0.5, 0.9, 1.3
cosines, cosine_weights = np.polynomial.legendre.leggauss(24)
spin_sum = 0.0
for polarization in polarizations:
    vertex = np.tensordot(polarization, dirac_alpha, axes=1)
    amplitude = np.zeros((2, 2), complex)
    for mu, weight in zip(cosines, cosine_weights):
        for phi in 2 * np.pi * np.arange(24) / 24:
            s = np.sqrt(1 - mu**2)
            n = np.array([s * np.cos(phi), s * np.sin(phi), mu])
            sn = np.tensordot(n, pauli, axes=1)
            final = np.vstack([g_final * np.eye(2), 1j * f_final * sn])
            initial = np.vstack([g_initial * np.eye(2), 1j * f_initial * sn])
            amplitude += (weight / 48 * np.exp(-1j * x_test * khat @ n)
                          * final.conj().T @ vertex @ initial)
    spin_sum += np.sum(abs(amplitude[:, 0])**2)
j1_test = np.sin(x_test) / x_test**2 - np.cos(x_test) / x_test
radial_test = (g_final * f_initial + f_final * g_initial) * j1_test
assert abs(spin_sum / (2 * radial_test**2) - 1) < 1e-10


# ---------- Dirac s states from their power series ----------
def integrate(function, Z):
    return mp.quad(function, [0, mp.mpf(5) / Z, mp.mpf(20) / Z,
                              mp.mpf(120) / Z])


def dirac_s_state(n, Z):
    gamma = mp.sqrt(1 - (Z / c)**2)
    energy = c**2 * (1 / mp.sqrt(1 + (Z / c / (n - 1 + gamma))**2) - 1)
    decay = mp.sqrt(-energy * (2 + energy / c**2))
    a, b = [mp.mpf(1)], [Z / (c * (gamma + 1))]
    for j in range(1, n + 1):
        rhs1 = energy * a[-1] + c * decay * b[-1]
        rhs2 = c * decay * a[-1] - (energy + 2 * c**2) * b[-1]
        m12, m21 = c * (gamma + 1 + j), c * (gamma - 1 + j)
        determinant = -mp.mpf(Z)**2 - m12 * m21
        a.append((rhs1 * Z - m12 * rhs2) / determinant)
        b.append((-Z * rhs2 - m21 * rhs1) / determinant)
    # the series must end at the bound-state energy
    assert abs(a[n]) < mp.mpf(10)**-18 * mp.mpf(Z)**n
    assert abs(b[n]) < mp.mpf(10)**-18 * mp.mpf(Z)**n
    a, b = a[:n][::-1], b[:n][::-1]

    def raw(x):
        envelope = x**(gamma - 1) * mp.exp(-decay * x)
        return envelope * mp.polyval(a, x), envelope * mp.polyval(b, x)

    norm = mp.sqrt(integrate(lambda x: x**2 * sum(u**2 for u in raw(x)), Z))

    def state(x):
        g, f = raw(x)
        return g / norm, f / norm
    return energy, state


def cross(state1, state2, x):
    g1, f1 = state1(x)
    g2, f2 = state2(x)
    return g1 * f2 + f1 * g2


def j1(x):
    return mp.sin(x) / x**2 - mp.cos(x) / x


def dirac_rate(lower, upper, Z):
    e1, s1 = dirac_s_state(lower, Z)
    e2, s2 = dirac_s_state(upper, Z)
    omega = e2 - e1
    k = omega / c
    R = integrate(lambda x: x**2 * cross(s1, s2, x) * j1(k * x), Z)
    return float(4 * omega / c * R**2)


def leading_rate(lower, upper, Z):
    omega = 0.5 * Z**2 * (1 / lower**2 - 1 / upper**2)
    V = float(V_element[lower, upper]) * Z**2
    return 4 / 9 * alpha**9 * omega**3 * V**2


charges = [1, 2, 8, 20, 40]
exact = {Z: dirac_rate(1, 2, Z) for Z in charges}
leading = {Z: alpha**9 * Z**10 / 972 for Z in charges}
ratio = {Z: exact[Z] / leading[Z] for Z in charges}
assert abs(ratio[1] - 1) < 1e-3      # neglected terms are of order alpha^2
assert abs((ratio[2] - 1) / (ratio[1] - 1) - 4) < 0.08
other_ratios = {}
for pair in [(1, 3), (2, 3)]:
    other_ratios[pair] = dirac_rate(*pair, 1) / leading_rate(*pair, 1)
    assert abs(other_ratios[pair] - 1) < 1e-3
local_power = np.log2(exact[2] / exact[1])
assert abs(local_power - 10) < 1e-3

# ---------- separate relativistic and retardation parts, Z = 1 ----------
e1, s1 = dirac_s_state(1, 1)
e2, s2 = dirac_s_state(2, 1)
k = (e2 - e1) / c
full_R = integrate(lambda x: x**2 * cross(s1, s2, x) * j1(k * x), 1)
long_wave_R = k / 3 * integrate(lambda x: x**3 * cross(s1, s2, x), 1)
small_overlap = integrate(lambda x: x**2 * s1(x)[1] * s2(x)[1], 1)
large_overlap = integrate(lambda x: x**2 * s1(x)[0] * s2(x)[0], 1)
unit_R = (e2 - e1) * V12 / c**4
relativistic_part = float(long_wave_R / unit_R)
retardation_part = float((full_R - long_wave_R) / unit_R)
small_part = float(-k / (2 * c) * small_overlap / unit_R)
assert abs(relativistic_part - 1 / 2) < 1e-3
assert abs(retardation_part + 1 / 6) < 1e-3
assert abs(small_part - 1 / 4) < 1e-3
assert abs(large_overlap + small_overlap) < mp.mpf(10)**-16

# ordinary M1 limit, tested where the overlap is not zero
_, heavier = dirac_s_state(1, 2)
k_small = mp.mpf("0.01") / c
ordinary_R = integrate(
    lambda x: x**2 * cross(s1, heavier, x) * j1(k_small * x), 1)
ordinary_overlap = integrate(lambda x: x**2 * s1(x)[0] * heavier(x)[0], 1)
ordinary_ratio = float(ordinary_R / (k_small / (2 * c) * ordinary_overlap))
assert abs(ordinary_ratio - 1) < 1e-3

# ---------- two-photon decay, nonrelativistic dipole, Z = 1 ----------
nodes, weights = np.polynomial.legendre.leggauss(500)
rad, wr = 75 * (nodes + 1), 75 * weights


def two_photon_rates(size, exponent=0.75):
    x = 2 * exponent * rad
    basis, slope = [], []
    for j in range(size):
        norm = np.sqrt(2 * exponent) * np.exp(
            0.5 * (gammaln(j + 1) - gammaln(j + 5)))
        L = eval_genlaguerre(j, 4, x)
        dL = -eval_genlaguerre(j - 1, 5, x) if j else 0 * x
        basis.append(norm * x**2 * np.exp(-x / 2) * L)
        slope.append(2 * exponent * norm * np.exp(-x / 2)
                     * ((2 * x - x**2 / 2) * L + x**2 * dL))
    basis, slope = np.array(basis), np.array(slope)
    H = (slope * wr) @ slope.T / 2
    H += (basis * wr * (1 / rad**2 - 1 / rad)) @ basis.T
    energies, vectors = eigh(H)
    p_states = vectors.T @ basis * wr
    g1, g2 = 2 * np.exp(-rad), (1 - rad / 2) * np.exp(-rad / 2) / np.sqrt(2)
    dg1 = -2 * np.exp(-rad)
    dg2 = (rad / 4 - 1) * np.exp(-rad / 2) / np.sqrt(2)
    length = (p_states @ (rad**2 * g1)) * (p_states @ (rad**2 * g2))
    velocity = (p_states @ (rad * dg1)) * (p_states @ (rad * dg2))
    omega = 3 / 8
    y, wy = np.polynomial.legendre.leggauss(40)
    w1 = omega * (y + 1) / 2
    w2 = omega - w1
    denominators = (1 / (energies[:, None] + 1 / 8 + w1)
                    + 1 / (energies[:, None] + 1 / 8 + w2))
    prefactor = 4 * alpha**6 / (27 * np.pi) * omega / 2
    by_length = prefactor * np.sum(wy * (w1 * w2)**3
                                   * (length @ denominators)**2)
    by_velocity = prefactor * np.sum(wy * w1 * w2
                                     * (velocity @ denominators)**2)
    return by_length, by_velocity


two_photon, two_photon_velocity = two_photon_rates(26)
assert abs(two_photon_velocity / two_photon - 1) < 1e-5
assert abs(two_photon_rates(20)[0] / two_photon - 1) < 1e-6

# ---------- worked numbers ----------
omega_H = 3 / 8
mistaken = alpha**5 * omega_H**3
effective_overlap = 2 / 3 * alpha**2 * abs(V12)
crossing = (two_photon / leading[1])**0.25
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"atomic unit of rate: {per_second:.6e} s^-1")
print(f"omega(2s-1s), Z=1: {omega_H:.6f} hartree")
print(f"V12, Z=1: {V_element[1, 2]} = {V12:.6f} hartree")
print(f"<r^2>12, Z=1: {r2_element[1, 2]}"
      f" = {float(r2_element[1, 2]):.6f} bohr^2")
print(f"coefficient of alpha^9 Z^10: {coefficient}")
print("Parts of R in units of omega*V12/c^4, Dirac, Z=1:")
print(f"  relativistic (long wave): {relativistic_part:.6f}")
print(f"  of which small-component overlap: {small_part:.6f}")
print(f"  retardation: {retardation_part:.6f}")
print(f"ordinary M1 limit, nonzero overlap, ratio: {ordinary_ratio:.6f}")
print(f"effective overlap, Z=1: {effective_overlap:.4e}")
print(f"M1 rate, Z=1, leading: {leading[1]:.4e} a.u.")
for Z in [1, 8]:
    print(f"Z={Z}: mistaken M1 (overlap 1):"
          f" {mistaken * Z**6 * per_second:.4e} s^-1")
    print(f"Z={Z}: two-photon, leading:"
          f" {two_photon * Z**6 * per_second:.4e} s^-1")
    print(f"Z={Z}: M1 / two-photon, leading:"
          f" {leading[Z] / (two_photon * Z**6):.4e}")
for Z in charges:
    print(f"Z={Z}: M1 leading {leading[Z] * per_second:.5e} s^-1,"
          f" Dirac {exact[Z] * per_second:.5e} s^-1, ratio {ratio[Z]:.6f}")
for (lower, upper), value in other_ratios.items():
    print(f"{upper}s-{lower}s, Z=1: leading M1"
          f" {leading_rate(lower, upper, 1) * per_second:.4e} s^-1,"
          f" Dirac/leading {value:.6f}")
print(f"power of Z between Z=1 and 2, Dirac: {local_power:.6f}")
print(f"1/A(M1), Z=1: {1 / (leading[1] * per_second):.4e} s")
print(f"1/A(two-photon), Z=1: {1 / (two_photon * per_second):.4f} s")
print(f"velocity/length two-photon ratio: "
      f"{two_photon_velocity / two_photon:.8f}")
print(f"Z where leading M1 equals leading two-photon: {crossing:.1f}")
print("verified")
```

Running it gives:

```
fine-structure constant alpha: 0.007297353
atomic unit of rate: 4.134137e+16 s^-1
omega(2s-1s), Z=1: 0.375000 hartree
V12, Z=1: -4*sqrt(2)/27 = -0.209513 hartree
<r^2>12, Z=1: -512*sqrt(2)/243 = -2.979742 bohr^2
coefficient of alpha^9 Z^10: 1/972
Parts of R in units of omega*V12/c^4, Dirac, Z=1:
  relativistic (long wave): 0.500005
  of which small-component overlap: 0.250003
  retardation: -0.166668
ordinary M1 limit, nonzero overlap, ratio: 0.999996
effective overlap, Z=1: 7.4379e-06
M1 rate, Z=1, leading: 6.0370e-23 a.u.
Z=1: mistaken M1 (overlap 1): 4.5113e+04 s^-1
Z=1: two-photon, leading: 8.2294e+00 s^-1
Z=1: M1 / two-photon, leading: 3.0328e-07
Z=8: mistaken M1 (overlap 1): 1.1826e+10 s^-1
Z=8: two-photon, leading: 2.1573e+06 s^-1
Z=8: M1 / two-photon, leading: 1.2422e-03
Z=1: M1 leading 2.49578e-06 s^-1, Dirac 2.49592e-06 s^-1, ratio 1.000057
Z=2: M1 leading 2.55568e-03 s^-1, Dirac 2.55626e-03 s^-1, ratio 1.000227
Z=8: M1 leading 2.67983e+03 s^-1, Dirac 2.68961e+03 s^-1, ratio 1.003650
Z=20: M1 leading 2.55568e+07 s^-1, Dirac 2.61494e+07 s^-1, ratio 1.023186
Z=40: M1 leading 2.61702e+10 s^-1, Dirac 2.87469e+10 s^-1, ratio 1.098462
3s-1s, Z=1: leading M1 1.1092e-06 s^-1, Dirac/leading 1.000051
3s-2s, Z=1: leading M1 1.8777e-09 s^-1, Dirac/leading 1.000085
power of Z between Z=1 and 2, Dirac: 10.000246
1/A(M1), Z=1: 4.0068e+05 s
1/A(two-photon), Z=1: 0.1215 s
velocity/length two-photon ratio: 1.00000000
Z where leading M1 equals leading two-photon: 42.6
verified
```
